Brooks-Herring mobility in the Born approximation and its 3T energy evaluation

**Result**

Electrons in a parabolic, isotropic band of mass m move through a medium of dielectric constant κ that contains N randomly placed, singly charged impurities per unit volume. The electrons have density n and temperature T, measured as an energy, and are non-degenerate. In Hartree atomic units (ħ = e = mₑ = 1), with linear screening and the first Born approximation, the low-field mobility is

μ = A ⟨1/G(cx)⟩,  A = 8√2 κ² T^(3/2) / (π^(3/2) √m N)  (1)

G(b) = ln(1+b) − b/(1+b),  c = 8mT/q_s²,  q_s² = 4πn/(κT)  (2)

Here x = E/T is the reduced kinetic energy, q_s is the inverse screening length, and the brackets are an average over a normalised weight:

⟨F⟩ = (1/6) ∫₀^∞ x³ e^(−x) F(x) dx  (3)

The Brooks-Herring closed form replaces the average by one value of G:

μ_BH = A / G(b₃),  b₃ = 3c = 24mT/q_s² = 6κmT²/(πn)  (4)

The energy in its logarithmic factor is therefore E = 3T, where x³e^(−x) has its maximum. Equation (1) follows from the model; equation (4) is a further approximation to it.

**The screened impurity**

Both derivations use the same potential. Let φ be the electrostatic potential around a charge +1. An electron has potential energy −φ, so the local density is that of a gas whose chemical potential ζ is raised by φ. To first order the density changes by δn = φ ∂n/∂ζ, and Poisson's equation reads

∇²φ = −(4π/κ)[δ(r) − φ ∂n/∂ζ]

Moving the induced charge to the left gives

∇²φ − q_s²φ = −(4π/κ)δ(r),  q_s² = (4π/κ) ∂n/∂ζ

For a non-degenerate gas n ∝ e^(ζ/T), hence ∂n/∂ζ = n/T, which is the q_s² of (2). In Fourier space ∇² becomes −q², so that

φ_q = 4π/[κ(q²+q_s²)],  φ(r) = e^(−q_s r)/(κr)  (5)

The electron's potential energy is U = −φ near a donor and U = +φ near a negative centre. Linearisation requires φ ≪ T, which fails close to the charge, at distances of order 1/(κT) or less. The relation δn = φ ∂n/∂ζ is also local: it is the long-wavelength limit of the static response and holds for q small compared with the thermal wave number √(2mT). At larger q the gas screens less than (5) assumes.

**First derivation: golden rule and Boltzmann equation**

In a volume Ω the matrix element of the total impurity potential between plane waves k and k′ is (U_q/Ω) Σ_j e^(−iq·R_j), with q = k′ − k. When it is squared and averaged over independent random positions R_j, the cross terms vanish for q ≠ 0 and NΩ equal terms remain. The golden rule gives the transition rate

W(k,k′) = 2π (N/Ω) |U_q|² δ(E−E′)

Scattering is elastic and W is symmetric. The Pauli factors cancel in the collision integral, because f′(1−f) − f(1−f′) = f′ − f:

C[f](k) = Σ_k′ W(k,k′)[f(k′) − f(k)]

Let K be the constant force on an electron. The distribution is f₀ + δf, with f₀ ∝ e^(−E/T), and we try δf = a(E) K·k. Since W depends on the angle θ between k and k′ alone at fixed energy, averaging k′ over azimuth about k leaves k cosθ. Thus

C[δf] = −δf/τ,  1/τ = Σ_k′ W(k,k′)(1−cosθ)

The relaxation time is a consequence of elastic, rotationally invariant scattering here, not an extra assumption. The factor 1−cosθ measures the fraction of forward momentum lost.

To evaluate the rate, replace the sum by Ω∫d³k′/(2π)³. Spin is conserved, so there is no factor 2. The radial integral is

∫k′² δ(k²/2m − k′²/2m) dk′ = mk

With w = 1−cosθ, the momentum transfer is q² = 2k²w, and

1/τ = 2πN · mk/(2π)³ · 2π ∫₀² w · 16π²/[κ²(2k²w+q_s²)²] dw
  = (8πNmk/κ²) J  (6)

J = ∫₀² w dw/(2k²w+q_s²)²

Set s = 2k²w, so that w dw = s ds/(4k⁴), and split the integrand:

s/(s+q_s²)² = 1/(s+q_s²) − q_s²/(s+q_s²)²

Integrating from 0 to 4k², with b = 4k²/q_s² = 8mE/q_s² = cx, gives

4k⁴J = ln(1+b) + 1/(1+b) − 1 = ln(1+b) − b/(1+b) = G(b)

Insertion in (6) yields

1/τ = 2πNmG(b)/(κ²k³)  (7)

With k³ = (2mE)^(3/2) this becomes

τ = √2 κ² √m E^(3/2) / (πN G(b))  (8)

The square of U_q has removed the sign of the impurity charge.

The stationary Boltzmann equation to first order in K is K·∇_k f₀ = C[δf]. With v = k/m and ∇_k f₀ = −v f₀/T, it becomes

−K·v f₀/T = −δf/τ,  so  δf = τ K·v f₀/T

The mean velocity is the average of v weighted by δf. By isotropy v_i v_j averages to v²δ_ij/3. Dividing the drift speed by the force, for unit charge, gives

μ = ⟨v²τ⟩_M/(3T)  (9)

where M denotes the Maxwell average. Its energy density is proportional to √x e^(−x), with norm Γ(3/2) = √π/2. Since v² = 2Tx/m,

μ = (2/(3m)) ∫₀^∞ τ x^(3/2) e^(−x) dx / Γ(3/2)
  = (1/m) ∫₀^∞ τ x^(3/2) e^(−x) dx / Γ(5/2)  (10)

because Γ(5/2) = (3/2)Γ(3/2) = 3√π/4. One factor x^(3/2) comes from the density of states times v². Equation (8) supplies another, and together they make x³:

μ = [√2 κ² T^(3/2)/(πN√m)] · [4/(3√π)] · ∫₀^∞ x³e^(−x)/G(cx) dx

The last integral is 6⟨1/G⟩, and 6·4√2/3 = 8√2. This is (1).

For large b, G varies only logarithmically with energy, and the closed form follows by treating it as constant. The derivative of x³e^(−x) is (3−x)x²e^(−x), so its maximum is at x = 3. Taking 1/G out of the integral at that point leaves ∫x³e^(−x)dx = 6 and gives (4).

The power E^(3/2) in τ is still averaged; it is not frozen at 3T. From (8) and (10), with G fixed at b₃,

μ_BH = [6/(3^(3/2) Γ(5/2))] τ(3T)/m = 0.869 τ(3T)/m  (11)

Using τ(3T)/m as the mobility would therefore be a different approximation, larger than the closed form by 15%.

**Second derivation: scattered wave and diffusion**

This route starts from one electron and one impurity and does not use the golden rule or a Boltzmann equation. The Schrödinger equation (∇²+k²)ψ = 2mUψ, with an outgoing scattered wave, is equivalent to

ψ(r) = e^(ik·r) − (m/2π) ∫ [e^(ik|r−r′|)/|r−r′|] U(r′)ψ(r′) d³r′

Far away |r−r′| ≈ r − r̂·r′ in the phase and r in the denominator. The scattered wave is then f e^(ikr)/r. The Born approximation replaces ψ(r′) by the incident wave under the integral:

f = −(m/2π)U_q,  |f| = 2m/[κ(q²+q_s²)]  (12)

The differential cross-section is |f|². The average loss of forward momentum is governed by the transport cross-section

σ_tr = ∫|f|²(1−cosθ)dΩ

Use q as the variable. From q² = 2k²(1−cosθ) follow 1−cosθ = q²/(2k²) and sinθ dθ = q dq/k², hence

σ_tr = (π/k⁴) ∫₀^(2k) q³|f|² dq = (4πm²/(κ²k⁴)) ∫₀^(2k) q³dq/(q²+q_s²)²

With s = q² the last integral is half of ∫s ds/(s+q_s²)² from 0 to 4k². Integration by parts gives

∫s ds/(s+q_s²)² = [−s/(s+q_s²)] + ∫ds/(s+q_s²) = −b/(1+b) + ln(1+b)

Therefore

σ_tr = 2πm²G(b)/(κ²k⁴)  (13)

Now follow an electron of speed v in equilibrium, without a field. It meets impurities at random, and deflections through θ occur at the rate Nv|f|²dΩ. Each leaves the speed unchanged and multiplies the expected component along the old direction by cosθ; the transverse part averages to zero. The expected velocity, given its initial value, obeys

d⟨v⟩/dt = −Nvσ_tr⟨v⟩

It decays as e^(−t/τ) with 1/τ = Nvσ_tr. The diffusion constant is the time integral of the velocity correlation, since ⟨Δx²⟩ grows as 2Dt and its time derivative tends to twice that integral:

D = ∫₀^∞ ⟨v_x(t)v_x(0)⟩dt = ⟨v²τ⟩_M/3

To connect D with the mobility, let a weak static force K = −∇Φ act in equilibrium. Then n ∝ e^(−Φ/T), so ∇n = nK/T. The drift current nμK must cancel the diffusion current −D∇n, hence μ = D/T. This reproduces (9) without solving for a field-driven distribution.

It remains to average over speeds. From (13), with k = mv,

τ = κ²m²v³/(2πNG),  μ = [κ²m²/(6πNT)] ⟨v⁵/G⟩_M

Let y = v√(m/2T). The Maxwell density is proportional to y²e^(−y²), with norm √π/4, so

⟨v⁵/G⟩_M = (2T/m)^(5/2) · (4/√π) ∫₀^∞ y⁷e^(−y²)/G dy

Substituting x = y² gives y⁷dy = x³dx/2, and the integral is 3⟨1/G⟩. Then

μ = [κ²m²/(6πNT)] · 4√2 (T/m)^(5/2) · (12/√π) ⟨1/G⟩ = A⟨1/G⟩

since 12·4√2/6 = 8√2. This is (1) again, and evaluating G at the maximum of the energy weight x³e^(−x) gives (4).

The speed form shows something about that choice. The weight y⁷e^(−y²) has its maximum where 7/y = 2y, at y² = 7/2, so the same rule applied to speed would select E = 3.5T. A maximum of a density depends on the variable of integration; the average does not. The value 3T thus belongs to the energy representation and is not a characteristic energy of the electrons. It also differs from their mean kinetic energy, 3T/2, and from the mean of the weight, Γ(5)/Γ(4) = 4 in units of T.

**How good is the evaluation at 3T?**

Define an effective reduced energy x* by G(cx*) = 1/⟨1/G(cx)⟩. Then

μ_BH/μ = G(cx*)/G(3c)  (14)

Because dG/db = b/(1+b)² is positive, the closed form is too large when x* > 3 and too small when x* < 3.

For weak screening, c → ∞, G(cx) ≈ L + ln x with L = ln c − 1. Expanding both sides of the definition in 1/L gives

ln x* = ⟨ln x⟩ − [⟨(ln x)²⟩ − ⟨ln x⟩²]/L + …

The weight (3) gives ⟨ln x⟩ = Γ′(4)/Γ(4) = ψ(4) = 1.256, where ψ is the digamma function, and the variance is ψ′(4) = 0.284. Hence x* → e^(ψ(4)) = 3.51. The approach is logarithmic: even at c = 10¹⁰⁰ the numerical root is 3.507, as the 1/L term predicts. In this limit x* does not tend to 3, but the ratio (14) still tends to 1, because a fixed shift of ln x becomes small compared with L.

For c → 0, G(b) → b²/2. Then ⟨1/G⟩ = (2/c²)⟨x^(−2)⟩ = (2/c²)Γ(2)/6, so x* = √6 = 2.45. The closed form is then 6/9 = 2/3 of the average. The numerical root for the crossing, x* = 3, lies at b₃ = 9.77.

The limit c → 0 tests the mathematics of the formula, not its physics. Apart from numerical factors, c ≪ 1 means κmT² ≪ n, while non-degeneracy means n ≪ (mT)^(3/2). Together they require √(m/T)/κ ≫ 1. For slow electrons in a short-ranged potential the Born approximation needs m/(κq_s) ≪ 1. However, (m/κq_s)² is of order m²T/(κn), which by non-degeneracy is much larger than √(m/T)/κ, and so much larger than 1. Within this model the three conditions cannot hold together.

**A worked example**

Take the round model parameters m = 0.1, κ = 12, a temperature of 300 K and n = N = 10¹⁷ cm⁻³. In atomic units T = 9.500×10⁻⁴ and N = 1.482×10⁻⁸. Then

q_s² = 4π(1.482×10⁻⁸)/(12 × 9.500×10⁻⁴) = 1.633×10⁻⁵

and the screening length is 1/q_s = 247 bohr, or 13.1 nm. The argument of the logarithmic factor is

b₃ = 24(0.1)(9.500×10⁻⁴)/(1.633×10⁻⁵) = 139.6

G(b₃) = ln(140.6) − 139.6/140.6 = 3.953

With A = 1.8283×10⁶, the closed form gives

μ_BH = 1.8283×10⁶/3.953 = 4.63×10⁵ a.u. = 1.97×10⁴ cm²/(V s)

The energy average (1) gives 1.93×10⁴ cm²/(V s). A numerical test that integrates the angular rate and the Maxwell average directly in k-space reproduces it. The closed form is 2.1% above the average. The effective energy is x* = 3.26, and (14) accounts for the error: dG/d ln b is close to 1 here, so the relative shift is about ln(3.26/3)/3.95 = 0.021. Evaluation at the mean of the weight, 4T, gives G = 4.237 and a mobility 4.8% below the average. The mean removes the first-order term of a Taylor expansion of 1/G, but the weight is broad (its variance is 4) and the curvature term is not negligible.

At 10¹⁶ and 10¹⁵ cm⁻³ the closed form exceeds the average by 1.8% and 1.4%, while x* rises to 3.35 and 3.39. This is the slow approach to the weak-screening limit. These mobilities describe impurity scattering alone; phonons are left out, so they are not predictions of a total mobility.

In SI units, with ε = κε₀, each interaction factor 1/κ becomes e²/(4πε), and the mobility acquires one factor e from the force. The closed form is then

μ_BH = 128√(2π) ε² (k_BT)^(3/2) / (√m e³ N G(b₃))

b₃ = 24mε(k_BT)²/(ħ²e²n)

where m is now the band mass in kilograms. Planck's constant survives in b₃ but not in the prefactor.

**What the two derivations assume**

Both use a parabolic band, static linear screening, elastic collisions, independent impurities and the Born matrix element. Since |f| = (m/2π)|U_q|, the rates (7) and Nvσ_tr are the same quantity. The agreement of the derivations therefore checks the transport argument and the factors, but says nothing about the accuracy of the Born approximation.

They differ in how they reach transport. The first assumes a Boltzmann equation linear in the field. Its Pauli factors cancel, so it extends to a degenerate gas if f₀/T is replaced by −∂f₀/∂E and the screening by the general ∂n/∂ζ. The second assumes successive, uncorrelated collisions in equilibrium, and its step μ = D/T uses Maxwell statistics. In return, it separates the collision problem from the transport problem: a better σ_tr can be put in place of (13) without changing the rest.

**Where the shared assumptions strain**

Non-degeneracy can be judged from n(2π/mT)^(3/2)/2, which is 0.13 in the example. The Fermi-Dirac value of T(∂n/∂ζ)/n is 0.96 instead of 1, so q_s² is overestimated by about 4%. Correcting this in G alone would lower the mobility by about 1%. That is not the net effect of degeneracy: the Fermi-Dirac weight in the energy average acts in the opposite direction and here outweighs it. The crossing b₃ = 9.77 would need a density 139.6/9.77 = 14 times higher, where the same degeneracy measure is 1.8. For these parameters the crossing lies outside the regime of the formula.

Mean-field screening is also strained. A sphere with the radius of the screening length contains on average (4π/3)(247)³(1.48×10⁻⁸) = 0.9 electrons, so a smooth screening cloud is a crude picture. The mean impurity spacing, N^(−1/3) = 407 bohr, is not large compared with 247 bohr either, which makes the neglect of multiple-centre scattering uncertain. The distance 1/(κT) = 88 bohr, inside which linearisation fails, is about a third of the screening length. Replacing the local response by the wave-vector-dependent static response of the Maxwell gas lowers the averaged mobility by about 2%, as much as the error of the evaluation at 3T. Finally, n = N takes the centres to be donors that are all ionised, although the screened potential still binds an s state, by about 0.11T; full ionisation is an assumption of the example.

The Born step can be examined by solving the same screened potential with partial waves. If δ_l is the phase shift of angular momentum l,

σ_tr = (4π/k²) Σ_l (l+1) sin²(δ_l − δ_(l+1))

The coupling parameter is η = m/(κk), and (13) reads σ_tr = 2πη²G/k². At η = 0.005 the mean of the two signs of charge agrees with this value, as a numerical test confirms. At E = 3T in the example η = 0.35. The partial-wave cross-section is then 0.87 of the Born value for a repulsive centre and 1.03 for an attractive one. The split between the two signs arises beyond the first Born term: the amplitude has a part linear in the charge and a part quadratic in it, and their interference changes sign with the charge. The part of the ratio that is odd in the charge is ±0.08. The ratios are not symmetric about 1, however: their mean is 0.95, because higher-order terms even in the charge lower both by about 0.05. The attractive ratio is close to 1 through a partial cancellation of the two parts.

These ratios hold at one energy and are not corrections to the averaged mobility. They do set a scale. For the repulsive centre the Born error in the cross-section is several times the 2% error of the energy evaluation; for the attractive centre the two are comparable. In this example, replacing the closed form by the full average removes the smaller of these errors and leaves the Born and screening errors in place. The computed mobilities and cross-section ratios are listed in the numerical output.

Computed values

```
band mass = 0.1 m_e; kappa = 12.0
temperature = 300.0 K; T = 9.500435e-04 hartree
n = N = 1.0e+17 cm^-3 = 1.48185e-08 bohr^-3
inverse screening length qs = 4.04152e-03 bohr^-1
screening length = 247.43 bohr = 13.094 nm
Fermi-Dirac T*(dn/dmu_chem)/n = 0.9575
c = 8mT/qs^2 = 46.531; b at 3T = 139.594
G at 3T = 3.9530; G at 4T = 4.2371
k at 3T = 0.02388 bohr^-1
tau at 3T = 1287.99 fs
weight x^3 exp(-x): peak x = 3.0000, mean x = 4.0000
prefactor A = 1828329.578 a.u.
closed-form mobility (3T) = 462518.410 a.u.
atomic unit of mobility = 0.04254 cm^2/(V s)
closed-form mobility (3T) = 19677.3 cm^2/(V s)
energy-averaged mobility = 19274.8 cm^2/(V s)
direct k-space mobility = 19274.8 cm^2/(V s)
mobility with G at 4T = 18357.8 cm^2/(V s)
closed/average: at 3T 1.0209, at 4T 0.9524
effective energy x* = E*/T = 3.2619
density cm^-3 | b at 3T | closed, average cm^2/(V s) | ratio | x*
1e+15 | 13959.4 | 910389.4, 897419.7 | 1.0145 | 3.3943
1e+16 | 1395.9 | 124599.1, 122433.7 | 1.0177 | 3.3507
1e+17 | 139.6 | 19677.3, 19274.8 | 1.0209 | 3.2619
x* at c=1e-6: 2.4495; sqrt(6) = 2.4495
x* at c=1e100: 3.5074; exp(psi(4)) = 3.5118
closed/average at c=1e-6: 0.6667
closed form equals average at b(3T) = 9.773
Born parameter eta at 3T = 0.3490; k/qs = 5.907
weak coupling 0.005: partial-wave/Born = 0.99999
repulsive centre at 3T: partial-wave/Born = 0.8690
attractive centre at 3T: partial-wave/Born = 1.0334
```
